# Exchange self-energy of the uniform electron gas in Hartree-Fock theory: test program

```python
"""
Exchange self-energy of the unpolarized uniform electron gas (Hartree-Fock,
zero temperature, plane waves, Hartree atomic units):
    Sigma(k) = -(2 kF/pi) F(x),   x = k/kF,
    F(x) = 1/2 + (1 - x^2)/(4x) ln|(1+x)/(1-x)|,
with F(0) = 1, F(1) = 1/2 and F -> 1/(3 x^2) at large x.
kF: Fermi wave number, n: density of both spins, rs: radius per electron.
The formula is compared with ray lengths in the Fermi sphere, with a
real-space integral and with plane-wave sums in finite periodic boxes.
"""
import numpy as np
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def F_formula(x):
    if x == 0:
        return 1.0
    if x == 1:
        return 0.5
    return 0.5 + (1 - x*x)/(4*x)*np.log(abs((1 + x)/(1 - x)))


def slope_formula(x):
    log_term = np.log(abs((1 + x)/(1 - x)))
    return 1/(2*x) - (1 + x*x)/(4*x*x)*log_term


def F_rays(x):
    """Mean length inside the unit sphere of rays starting at distance x.

    This is the defining momentum integral with the origin moved to k,
    where the Coulomb factor 1/p^2 cancels the volume factor p^2.
    """
    def root(mu):
        return np.sqrt(max(0.0, 1 - x*x*(1 - mu*mu)))
    opts = dict(epsabs=1e-12, epsrel=1e-11, limit=300)
    if x <= 1:
        def length(mu):
            return -x*mu + root(mu)
        return 0.5*(quad(length, -1, 0, **opts)[0]
                    + quad(length, 0, 1, **opts)[0])
    mu_min = np.sqrt(1 - 1/x**2)
    return 0.5*quad(lambda mu: 2*root(mu), mu_min, 1, **opts)[0]


# Angular integral
k_test, q_test = 1.3, 0.7
angular = quad(lambda u: 1/(k_test**2 + q_test**2 - 2*k_test*q_test*u),
               -1, 1)[0]
angular_log = np.log(abs((k_test + q_test)/(k_test - q_test)))
assert abs(angular - angular_log/(k_test*q_test)) < 1e-9

# Radial integral across and outside the logarithmic singularity
for k in (0.6, 1.7):
    def radial_integrand(q):
        return q*np.log(abs((k + q)/(k - q)))
    if k < 1:
        radial = (quad(radial_integrand, 0, k)[0]
                  + quad(radial_integrand, k, 1)[0])
    else:
        radial = quad(radial_integrand, 0, 1)[0]
    primitive = k + (1 - k*k)/2*np.log(abs((k + 1)/(k - 1)))
    assert abs(radial - primitive) < 1e-7

# Full formula against the ray average
x_values = (0.0, 0.5, 1.0, 2.0, 10.0)
F_ray_values = {x: F_rays(x) for x in x_values}
for x in x_values:
    assert abs(F_ray_values[x] - F_formula(x)) < 1e-8

# One-spin density matrix: Fourier integral over the filled sphere
for y in (0.8, 5.0):
    filled = quad(lambda t: t*t*spherical_jn(0, t*y), 0, 1)[0]
    assert abs(filled - spherical_jn(1, y)/y) < 1e-10

# Real-space exchange integral, cut off at y = 2000; the tail is below 1e-6
nodes, weights = np.polynomial.legendre.leggauss(12)
y_grid = (np.arange(2000)[:, None] + 0.5*(nodes + 1)).ravel()
w_grid = np.tile(0.5*weights, 2000)
j1 = spherical_jn(1, y_grid)
F_real = {}
for x in (0.5, 1.0, 2.0):
    F_real[x] = np.sum(w_grid*j1*spherical_jn(0, x*y_grid))
    assert abs(F_real[x] - F_formula(x)) < 2e-6

# Limits; tolerances exceed the first omitted term of each series
x_small, x_large, d = 0.05, 20.0, 1e-3
assert abs(F_rays(x_small) - (1 - x_small**2/3 - x_small**4/15)) < 2e-9
assert abs(F_rays(x_large)
           - (1/(3*x_large**2) + 1/(15*x_large**4))) < 2e-9
near_one = d/2*np.log(2/d)
assert abs(F_rays(1 - d) - 0.5 - near_one) < d*d*np.log(2/d)
assert abs(F_rays(1 + d) - 0.5 + near_one) < d*d*np.log(2/d)

# Reciprocal identity, slope and monotonic fall
for x in (0.2, 0.7, 0.95):
    assert abs(F_rays(x) + F_rays(1/x) - 1) < 1e-8
step = 1e-4
for x in (0.5, 0.99, 1.5):
    difference = (F_rays(x + step) - F_rays(x - step))/(2*step)
    assert abs(difference - slope_formula(x)) < 5e-5
assert np.all(np.diff([F_rays(x) for x in np.linspace(0, 3, 31)]) < 0)

# Model gas
rs = 4.0
n = 3/(4*np.pi*rs**3)
kF = (3*np.pi**2*n)**(1/3)
scale = 2*kF/np.pi


def sigma(x):
    return -scale*F_formula(x)


# Exchange energy: average self-energy against the exchange hole
F_average = 3*quad(lambda x: x*x*F_formula(x), 0, 1)[0]
ex_sigma = -0.5*scale*F_average
ex_hole = -9*np.pi*n/kF**2*np.sum(w_grid*j1**2/y_grid)
assert abs(F_average - 0.75) < 1e-8
assert abs(ex_sigma - ex_hole) < 1e-6
assert abs(ex_hole + 3*kF/(4*np.pi)) < 1e-6


def box_sigma(radius, k_index):
    """Plane-wave sum without q = k; wave numbers are 2 pi m/L."""
    side = 2*np.pi*radius/kF
    m = np.arange(-radius, radius + 1)
    mx, my, mz = m[:, None, None], m[None, :, None], m[None, None, :]
    filled = mx**2 + my**2 + mz**2 <= radius**2
    distance2 = (mx - k_index)**2 + my**2 + mz**2
    used = filled & (distance2 > 0)
    q2 = (2*np.pi/side)**2*distance2[used]
    return side, -np.sum(4*np.pi/q2)/side**3


# Inside the sphere the omitted term gives an error proportional to 1/L.
# Tolerances allow for the irregular number of lattice points at the surface.
box_data = {}
for x in (0.0, 0.5):
    L1, s1 = box_sigma(24, int(24*x))
    L2, s2 = box_sigma(48, int(48*x))
    box_data[x] = (L1, s1, L2, s2, 2*s2 - s1)
    assert abs(2*s2 - s1 - sigma(x)) < 3e-3*scale
    assert 1.8 < (s1 - sigma(x))/(s2 - sigma(x)) < 2.2
s_outside = box_sigma(48, 96)[1]
assert abs(s_outside - sigma(2.0)) < 1e-3*scale

# Large-k law in terms of the density
k_far = 10*kF
sigma_far = -2*np.pi*n/k_far**2
assert abs(-scale*F_ray_values[10.0]/sigma_far - 1) < 3e-3

# Bandwidth and velocity
width_free = kF**2/2
width_hf = width_free + sigma(1.0) - sigma(0.0)
width_rays = width_free - scale*(F_ray_values[1.0] - F_ray_values[0.0])
assert abs(width_hf - width_rays) < 1e-8

print(f"rs = {rs:.1f} bohr")
print(f"density n = {n:.6e} bohr^-3")
print(f"kF = {kF:.6f} bohr^-1")
print(f"2 kF/pi = {scale:.6f} hartree")
for x in x_values:
    print(f"x = {x:4.1f}: F formula = {F_formula(x):.8f}, "
          f"F ray average = {F_ray_values[x]:.8f} (no unit)")
for x in F_real:
    print(f"x = {x:.1f}: F real-space integral = {F_real[x]:.6f} (no unit)")
for x in x_values:
    print(f"x = {x:4.1f}: Sigma = {sigma(x):.6f} hartree")
for x in (0.0, 1.0):
    print(f"x = {x:.1f}: Sigma = {sigma(x)*HARTREE_EV:.4f} eV")
print(f"x = 10: -2 pi n/k^2 = {sigma_far:.6f} hartree")
print(f"bandwidth without exchange = {width_free:.6f} hartree")
print(f"bandwidth with exchange = {width_hf:.6f} hartree")
print(f"bandwidth without exchange = {width_free*HARTREE_EV:.4f} eV")
print(f"bandwidth with exchange = {width_hf*HARTREE_EV:.4f} eV")
print(f"free velocity at kF = {kF:.4f} atomic units")
for x in (0.9, 0.99, 0.999, 0.999999):
    velocity = x*kF - 2/np.pi*slope_formula(x)
    print(f"x = {x:.6f}: HF velocity = {velocity:.4f} atomic units")
print(f"average of F in Fermi sphere = {F_average:.6f} (no unit)")
print(f"exchange energy per electron, Sigma = {ex_sigma:.6f} hartree")
print(f"exchange energy per electron, hole = {ex_hole:.6f} hartree")
for x, (L1, s1, L2, s2, s_inf) in box_data.items():
    print(f"x = {x:.1f}, box side {L1:.1f} bohr: Sigma = {s1:.6f} hartree")
    print(f"x = {x:.1f}, box side {L2:.1f} bohr: Sigma = {s2:.6f} hartree")
    print(f"x = {x:.1f}, extrapolated box: Sigma = {s_inf:.6f} hartree")
print(f"x = 2.0, larger box: Sigma = {s_outside:.6f} hartree")
print("tests ok")
```

Printed output:

```
rs = 4.0 bohr
density n = 3.730194e-03 bohr^-3
kF = 0.479790 bohr^-1
2 kF/pi = 0.305444 hartree
x =  0.0: F formula = 1.00000000, F ray average = 1.00000000 (no unit)
x =  0.5: F formula = 0.91197961, F ray average = 0.91197961 (no unit)
x =  1.0: F formula = 0.50000000, F ray average = 0.50000000 (no unit)
x =  2.0: F formula = 0.08802039, F ray average = 0.08802039 (no unit)
x = 10.0: F formula = 0.00334003, F ray average = 0.00334003 (no unit)
x = 0.5: F real-space integral = 0.911979 (no unit)
x = 1.0: F real-space integral = 0.500000 (no unit)
x = 2.0: F real-space integral = 0.088020 (no unit)
x =  0.0: Sigma = -0.305444 hartree
x =  0.5: Sigma = -0.278558 hartree
x =  1.0: Sigma = -0.152722 hartree
x =  2.0: Sigma = -0.026885 hartree
x = 10.0: Sigma = -0.001020 hartree
x = 0.0: Sigma = -8.3115 eV
x = 1.0: Sigma = -4.1558 eV
x = 10: -2 pi n/k^2 = -0.001018 hartree
bandwidth without exchange = 0.115099 hartree
bandwidth with exchange = 0.267821 hartree
bandwidth without exchange = 3.1320 eV
bandwidth with exchange = 7.2878 eV
free velocity at kF = 0.4798 atomic units
x = 0.900000: HF velocity = 1.1253 atomic units
x = 0.990000: HF velocity = 1.8555 atomic units
x = 0.999000: HF velocity = 2.5824 atomic units
x = 0.999999: HF velocity = 4.7797 atomic units
average of F in Fermi sphere = 0.750000 (no unit)
exchange energy per electron, Sigma = -0.114541 hartree
exchange energy per electron, hole = -0.114541 hartree
x = 0.0, box side 314.3 bohr: Sigma = -0.296191 hartree
x = 0.0, box side 628.6 bohr: Sigma = -0.300828 hartree
x = 0.0, extrapolated box: Sigma = -0.305464 hartree
x = 0.5, box side 314.3 bohr: Sigma = -0.269265 hartree
x = 0.5, box side 628.6 bohr: Sigma = -0.273929 hartree
x = 0.5, extrapolated box: Sigma = -0.278592 hartree
x = 2.0, larger box: Sigma = -0.026856 hartree
tests ok
```
